# Heat conductivity of a binary fluid and the zero of energy

## 1. One fluid, three conductivities

An equilibrium simulation obtains the heat conductivity from the fluctuations of the energy flux. For a one-component fluid, the time integral of the flux autocorrelation is enough. For a mixture the same recipe can fail badly, by an amount that depends on the choice of energy zeros. In the model melt of section 7 it gives 1.58 W/(m K). If 10 eV is then added to the energy of every atom of one species, it gives 18.1 W/(m K), and if 400 eV is subtracted instead, about 15,800 W/(m K). Neither change alters any force or trajectory. The conductivity of this model is 0.516 W/(m K) in all three cases.

The cause is interdiffusion. When the species move against each other, they carry their energy zeros with them. The cure is to define conduction at zero mass flux, which replaces the energy–energy entry of a matrix of coefficients by the Schur complement of the mass–mass entry.

## 2. Fluxes and forces

The fluid is classical, isotropic and non-reacting, and its response is linear. The algebra uses atomic units, with the elementary charge equal to one, but keeps $k_B$. Species $s=1,2$ has atomic mass $m_s$ and charge $q_s$, which may be zero. The volume is $V$ and the total momentum $\mathbf P$ is zero. We follow one Cartesian component.

Let $J_m$ be the mass flux of species 1. Since $\mathbf P=0$, species 2 has mass flux $-J_m$. Let $J_E$ be the energy flux. Their driving forces are

$$X_E=\nabla\frac1T,\qquad X_m=-\nabla\frac{\mu_1-\mu_2}{T}+\frac{zE}{T},\qquad z=\frac{q_1}{m_1}-\frac{q_2}{m_2},$$

where $\mu_s$ is the chemical potential per unit mass and $E$ the total macroscopic electric field. The charge flux is $(q_1/m_1)J_m-(q_2/m_2)J_m=zJ_m$. The linear law is

$$J_E=L_{EE}X_E+L_{Em}X_m,\qquad J_m=L_{mE}X_E+L_{mm}X_m. \tag{1}$$

**The coefficients from equilibrium fluctuations.** Start a neutral fluid in local equilibrium with small, uniform gradients. Its phase-space weight is the exponential of

$$-\frac1{k_B}\int\left[\frac{e(\mathbf r)}{T(\mathbf r)}-\sum_s\frac{\mu_s(\mathbf r)}{T(\mathbf r)}\rho_s(\mathbf r)\right]d^3r ,$$

with energy density $e$ and mass densities $\rho_s$. Define the dipoles $G_E=\int x\,e\,d^3r$ and $G_s=\int x\,\rho_s\,d^3r$. With the centre of mass at the origin, $G_2=-G_1$; write $G_m=G_1$. To first order the weight is

$$f=f_0\left[1-\frac{X_EG_E+X_mG_m}{k_B}\right].$$

The sign of the second term follows from $\nabla(\mu_1/T)G_1+\nabla(\mu_2/T)G_2=-X_mG_m$.

An electric field enters in the same way. It adds $-EzG_m$ to the Hamiltonian, because the charge dipole is $(q_1/m_1)G_1+(q_2/m_2)G_2=zG_m$. When the field is switched on, the old equilibrium differs from the new one by the factor $1-zEG_m/(k_BT)$, which is the term above with $X_m=zE/T$. For ions the correlations below are taken with no macroscopic field, since $E$ already contains it.

The mean flux at time $t$ is therefore

$$\langle J_a\rangle_t=-\frac1{k_B}\sum_b\langle J_a(t)G_b(0)\rangle X_b .$$

At $t=0$ this vanishes, because $J_a$ changes sign when velocities are reversed and $G_b$ does not. By stationarity $\langle J_a(t)G_b(0)\rangle=\langle J_a(0)G_b(-t)\rangle$. Since $\dot G_b=VJ_b$, its time derivative is $-V\langle J_a(0)J_b(-t)\rangle=-V\langle J_a(t)J_b(0)\rangle$. The two minus signs cancel, and integration gives

$$L_{ab}=\frac V{k_B}\int_0^\infty\langle J_a(t)J_b(0)\rangle\,dt. \tag{2}$$

The upper limit means a time long compared with the flux memory but short compared with the decay of the imposed gradients, in a large system.

Both fluxes are odd under time reversal, so $\langle J_a(t)J_b(0)\rangle=\langle J_b(t)J_a(0)\rangle$ and $L_{Em}=L_{mE}$. Moreover, for any fixed combination $J_w=w_EJ_E+w_mJ_m$,

$$\sum_{ab}w_aL_{ab}w_b=\frac V{2k_B}\int_{-\infty}^{\infty}\langle J_w(t)J_w(0)\rangle dt=\lim_{\tau\to\infty}\frac{V}{2k_B\tau}\left\langle\left(\int_0^\tau J_w\,dt\right)^2\right\rangle\ge0. \tag{3}$$

## 3. Conductivity at zero mass flux

The conductivity is defined by $J_E=-\kappa\nabla T$ when neither species has a mean drift. Suppose $L_{mm}>0$. Setting $J_m=0$ in (1) gives

$$X_m=-\frac{L_{mE}}{L_{mm}}X_E .$$

Inserting this in the first law,

$$J_E=\left(L_{EE}-\frac{L_{Em}L_{mE}}{L_{mm}}\right)X_E\equiv S\,X_E .$$

Because $X_E=\nabla(1/T)=-\nabla T/T^2$,

$$\boxed{\kappa=\frac S{T^2}=\frac1{T^2}\left(L_{EE}-\frac{L_{Em}L_{mE}}{L_{mm}}\right).} \tag{4}$$

The quantity $S$ is the Schur complement of $L_{mm}$ in the matrix $L$.

In a neutral mixture between impermeable walls, a composition gradient grows until the mass flux stops. In a melt of two ion species, mass flux is electric current, and with an open circuit a field grows instead. Equation (4) needs the resulting value of $X_m$, not its origin. If $X_m$ is instead held at zero, the ratio of $J_E$ to $-\nabla T$ is $L_{EE}/T^2$, which in general includes energy carried by a continuing mass flux. The condition $X_m=0$ itself depends on the energy zeros, as section 5 shows, so it does not define a unique physical state.

## 4. Adding a multiple of the mass flux

Let $J_E'=J_E+cJ_m$, with $c$ a constant. Insert this in (2), which is linear in each of its two fluxes:

$$\begin{aligned}
L'_{EE}&=L_{EE}+c(L_{Em}+L_{mE})+c^2L_{mm},\\
L'_{Em}&=L_{Em}+cL_{mm},\\
L'_{mE}&=L_{mE}+cL_{mm},\qquad L'_{mm}=L_{mm}.
\end{aligned}\tag{5}$$

The product to be subtracted becomes

$$\frac{L'_{Em}L'_{mE}}{L_{mm}}=\frac{L_{Em}L_{mE}}{L_{mm}}+c(L_{Em}+L_{mE})+c^2L_{mm}. \tag{6}$$

The last two terms are those gained by $L_{EE}$. Subtracting (6) from the first line of (5) leaves

$$S'=L_{EE}-\frac{L_{Em}L_{mE}}{L_{mm}}=S. \tag{7}$$

The cancellation did not use $L_{Em}=L_{mE}$. It also did not use the infinite upper limit. It therefore holds for a matrix estimated from a finite, noisy record at a finite cutoff time, apart from rounding, provided that all entries come from the same products of fluxes.

That proviso matters. Suppose $L_{EE}$ is integrated to cutoff $t_1$ and the other entries to $t_2$. The terms in $c$ then fail to cancel, and the estimate changes by

$$c\left[(L_{Em}+L_{mE})_{t_1}-(L_{Em}+L_{mE})_{t_2}\right]+c^2\left[(L_{mm})_{t_1}-(L_{mm})_{t_2}\right].$$

For a large energy offset, even a small difference in the second bracket is harmful.

The number $c$ must also be constant in time. If it fluctuates as $c+\delta c(t)$, the flux gains $\delta c\,J_m$. The mean of this product need not vanish when the mean of $J_m$ does, so it can carry energy that (7) does not remove.

**A minimum principle.** For symmetric $L$, define $Q=L_{Em}/L_{mm}$. Completing the square in (5) gives

$$L'_{EE}=L_{EE}+2cQL_{mm}+c^2L_{mm}=S+L_{mm}(c+Q)^2, \tag{8}$$

since $S=L_{EE}-Q^2L_{mm}$. Thus $S$ is the smallest value of the diagonal entry over all choices of $c$, reached at $c=-Q$. By (3) it cannot be negative. Using $L_{EE}$ alone overestimates $\kappa$ or, at $c=-Q$, equals it. The second line of (5) shows that $Q$ itself becomes $Q+c$. The energy carried per unit of diffusing mass depends on the energy zero; the conductivity does not.

**The case without interdiffusion.** Let $L_{mm}=0$, as in a rigid mixture whose atoms do not exchange places. For a symmetric matrix obeying (3), the form $w_E^2L_{EE}+2w_Ew_mL_{Em}$ must be non-negative for every $w_m$, which forces $L_{Em}=0$. Then (5) gives $L'_{EE}=L_{EE}$, and $\kappa=L_{EE}/T^2$ needs no subtraction. This holds for $L_{mm}=0$ exactly. A small $L_{mm}$ makes the subtracted term $Q^2L_{mm}$ small if $Q$ stays bounded, but not by itself. In the model of section 6 with $h=0$, that term is $C_qR_{qm}^2/(k_BDR_{qq})$. It vanishes as $R_{mm}\to\infty$ but does not change as $C_m\to0$. A finite record may still give small non-zero values of $L_{mm}$ and $L_{Em}$, whose quotient is poorly determined.

## 5. Where the extra mass flux comes from

For pair potentials $\phi_{ij}$, assign to atom $i$ the energy

$$e_i=\tfrac12m_iv_i^2+\tfrac12\sum_{j\ne i}\phi_{ij}+a_{s(i)},$$

where $a_s$ is an arbitrary energy zero for species $s$. Let $\mathbf F_{ij}$ be the force on $i$ from $j$. Then $\dot\phi_{ij}=-\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)$, and

$$\dot e_i=\sum_j\left[\mathbf F_{ij}\cdot\mathbf v_i-\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)\right]=\tfrac12\sum_j\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j).$$

Differentiate the energy dipole $\sum_i\mathbf r_ie_i$. In the term $\sum_i\mathbf r_i\dot e_i$, combine each pair using $\mathbf F_{ji}=-\mathbf F_{ij}$. With $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$,

$$V\mathbf J_E=\sum_ie_i\mathbf v_i+\tfrac12\sum_{i<j}\mathbf r_{ij}\,\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j).$$

The energy zeros enter through the first sum. Let $\mathbf P_s$ be the momentum of species $s$. The added flux is

$$\Delta\mathbf J_E=\frac1V\left(\frac{a_1}{m_1}\mathbf P_1+\frac{a_2}{m_2}\mathbf P_2\right)
=\left(\frac{a_1}{m_1}-\frac{a_2}{m_2}\right)\mathbf J_m+\frac{a_2}{m_2}\frac{\mathbf P}{V}, \tag{9}$$

where $\mathbf P_2=\mathbf P-\mathbf P_1$ was used. At zero total momentum the change is $cJ_m$, with

$$c=\frac{a_1}{m_1}-\frac{a_2}{m_2}.$$

If the whole fluid drifts, the last term of (9) remains and the theorem does not cover it. The drift must be removed first. If both zeros are in proportion to the atomic masses, $c=0$ and even $L_{EE}$ is unchanged.

The forces change consistently. An added energy $a_s$ per atom raises $\mu_s$ by $a_s/m_s$, so $\mu_1-\mu_2$ rises by $c$ and

$$X_m'=X_m-c\nabla\frac1T=X_m-cX_E .$$

Consequently $J_E'X_E+J_mX_m'=J_EX_E+J_mX_m$. The two descriptions concern the same physical state.

## 6. A solvable model of the flux memory

To obtain numbers, let two normalized fluxes $y=(q,m)$ obey a linear Langevin equation,

$$\dot y=-Ry+\text{noise},\qquad\langle yy^{\mathsf T}\rangle=1,$$

with a symmetric, positive matrix $R$. The noise is uncorrelated with earlier $y$, so $\langle y(t)y(0)^{\mathsf T}\rangle=e^{-Rt}$, whose time integral is $R^{-1}$. The physical fluxes are

$$\sqrt V J_E=\sqrt{C_q}\,q+h\sqrt{C_m}\,m,\qquad \sqrt VJ_m=\sqrt{C_m}\,m .$$

Here $C_m=V\langle J_m^2\rangle$, and $hJ_m$ is the part of the energy flux correlated with $J_m$ at equal times.

By (7), $h$ cannot affect $S$, so set it to zero for the moment. With $D=R_{qq}R_{mm}-R_{qm}^2$, inversion of $R$ gives

$$L_{EE}=\frac{C_qR_{mm}}{k_BD},\quad L_{Em}=-\frac{\sqrt{C_qC_m}R_{qm}}{k_BD},\quad L_{mm}=\frac{C_mR_{qq}}{k_BD}. \tag{10}$$

Hence

$$S=\frac{C_q}{k_BD}\left(R_{mm}-\frac{R_{qm}^2}{R_{qq}}\right)=\frac{C_q}{k_BR_{qq}}. \tag{11}$$

With the mass flux held at zero, $q$ relaxes at its own rate $R_{qq}$.

Equation (11) also exposes an incomplete remedy. One might subtract $hJ_m$ from the energy flux, removing the equal-time correlation, and then use the diagonal entry. By (10), this gives

$$\frac{C_qR_{mm}}{k_BD}=\frac{C_q}{k_B(R_{qq}-R_{qm}^2/R_{mm})},$$

which exceeds (11) whenever $R_{qm}\ne0$. The fluxes still become correlated at later times.

**Mass-flux variance.** Let the species have total masses $M_1,M_2$. At zero total momentum $P_2=-P_1$, and the weight of $P_1$ is proportional to $\exp[-P_1^2(1/M_1+1/M_2)/(2k_BT)]$. For equal numbers of both species, at number density $n$ each,

$$C_m=\frac{\langle P_1^2\rangle}V=\frac{k_BT}V\frac{M_1M_2}{M_1+M_2}=nk_BT\,m_r,\qquad m_r=\frac{m_1m_2}{m_1+m_2}. \tag{12}$$

## 7. Numbers for a molten-salt regime

Take singly charged ions of 25 and 35 u at 1200 K, with 0.015 ion pairs per Å$^3$. These are round values in the rough regime of molten alkali halides. Choose $C_q=0.80$ eV$^2$/(Å ps$^2$), $h=0.10$ eV/u, and $R_{qq},R_{qm},R_{mm}=20,-10,50$ ps$^{-1}$.

Here $k_BT=0.1034$ eV and $m_r=25\times35/60=14.58$ u. With 1 eV = 9649 u Å$^2$/ps$^2$, equation (12) gives

$$C_m=0.015\times0.1034\times9649\times14.58\approx218\ \text{u}^2/(\text{Å ps}^2).$$

Also $D=20\times50-10^2=900$ ps$^{-2}$ and $k_B=0.1034/1200=8.617\times10^{-5}$ eV/K. From (10),

$$L_{mm}=\frac{218.3\times20/900}{8.617\times10^{-5}}\approx56{,}300\ \text{u}^2\text{K}/(\text{eV Å ps}).$$

Restoring $h$ through (5) gives $L_{Em}=7332$ u K/(Å ps) and $L_{EE}=1419$ eV K/(Å ps). Therefore $Q=7332/56283=0.130$ eV/u and

$$S=1419.3-\frac{7332.1^2}{56283.1}=1419.3-955.2\approx464\ \text{eV K}/(\text{Å ps}).$$

Equation (11) gives the same value, $0.80/(20k_B)$. Dividing by $T^2$,

$$\kappa=3.22\times10^{-4}\ \text{eV}/(\text{Å ps K})=0.516\ \text{W/(m K)}.$$

Now add 10 eV to each atom of species 1, so $c=10/25=0.40$ eV/u. From (5), $L'_{EE}=1419.3+0.80\times7332.1+0.16\times56283.1=16{,}290$, and the product to be subtracted is 15,826, both in eV K/(Å ps). The difference is again 464. Static subtraction of $hJ_m$ would instead give 0.574 W/(m K), which is 11% above $\kappa$.

**Open circuit.** The definition of $\kappa$ can also be followed in time. With $C=V\langle JJ^{\mathsf T}\rangle$ and $R_J$ the relaxation matrix in the physical fluxes, the driven equations are

$$\dot J=-R_JJ+\frac{CX}{k_B},\qquad \dot E=-4\pi zJ_m .$$

For constant forces the first has the steady solution $J=R_J^{-1}CX/k_B=LX$, as required. The second lets the ionic current charge the boundaries. Starting from zero fluxes and $X_m=0$ under a fixed temperature gradient, adaptive Runge–Kutta integration over 3 ps gives a final energy flux corresponding to 0.516 W/(m K).

**A finite record.** A random flux record of 2000 ps was generated from the Langevin model with a step of 0.0025 ps. Its correlations were integrated by the trapezoidal rule to 0.40 ps in each of 20 blocks. The conductivity comes from the block-averaged matrix, and its standard error from the scatter of the block conductivities.

For offsets of 0, 10 and −400 eV on species 1, the record gives the same $\kappa=0.507\pm0.012$ W/(m K), within one standard error of the model value. The diagonal estimates $L_{EE}/T^2$ are $1.51\pm0.04$, $17.6\pm0.4$ and $(1.54\pm0.04)\times10^4$ W/(m K). At 10 eV, the error of the diagonal entry is already nearly as large as $\kappa$. The Schur complement keeps its smaller error because the fluctuations due to the offset occur in both terms of the subtraction and cancel by (7).

Rounding does not share this cancellation. At −400 eV the diagonal entry is about 30,000 times $S$, so a relative rounding error $\delta$ in that entry alone becomes about $30{,}000\,\delta$ in $\kappa$. An energy zero that brings $c$ near $-Q$ avoids this loss.

## 8. The model beside a real melt

Molten alkali halides typically conduct heat at some tenths of a W/(m K) to about 1 W/(m K), and charge at a few S/cm; these are rough sizes. The model's ionic conductivity follows from $J_m=L_{mm}zE/T$ as $\sigma=z^2L_{mm}/T=3.5$ S/cm. Both transport coefficients are thus in the usual range, because the relaxation rates and $C_q$ were chosen to put them there. A real flux memory need not follow one matrix $R$. A different memory can change the number for $\kappa$, but only through the time integrals in (2). The invariance does not depend on its form.

The largest omission sized here is radiation. Inside a medium of refractive index $\nu$, thermal photons have energy density $4\nu^3\sigma_{SB}T^4/c_0$, where $\sigma_{SB}$ is the Stefan–Boltzmann constant and $c_0$ the vacuum speed of light. They diffuse with coefficient $c_0\ell/(3\nu)$ for a mean free path $\ell$. The product of this coefficient and the temperature derivative of the energy density is

$$\kappa_{rad}=\tfrac{16}3\nu^2\sigma_{SB}T^3\ell .$$

With a rough $\nu=1.5$ and an illustrative $\ell=0.1$ mm, this adds 0.12 W/(m K), or 23% of $\kappa$. It equals $\kappa$ at $\ell=0.44$ mm. The estimate requires $\ell$ to be much smaller than the sample; a clearer melt exchanges radiation directly between its walls. At 1200 K more than 85% of the temperature derivative of the Planck spectrum lies at vacuum wavelengths below 5 µm, where pure alkali halides absorb weakly. Their $\ell$ is normally far longer than 0.1 mm, so the 23% describes a strongly absorbing melt and is not an estimate for a pure one.

For the quantum motion of the ions, only the effect on the heat capacity is estimated here. The ionic plasma frequency, $\omega^2=4\pi n/m_r$, gives $\hbar\omega=0.028$ eV. The heat capacity of an oscillator falls below its classical value by the fraction $(\hbar\omega/k_BT)^2/12$ at leading order, here 0.6%. The correction to $\kappa$ also depends on how quantum motion changes the flux memory, and it is not estimated here.
